# Spin-1 operators, Gell-Mann matrices and pure states with zero dipole

## The problem

A spin-1 system has three states, $|1\rangle$, $|0\rangle$ and $|{-1}\rangle$, labelled by the eigenvalue $m$ of $S_z$. We set $\hbar=1$ and order the basis as $m=+1,0,-1$. Besides the spin components $S_x,S_y,S_z$, whose expectation values form the dipole $\langle\mathbf S\rangle$, consider the five quadrupole operators

$$Q_{x^2-y^2}=S_x^2-S_y^2,\qquad Q_{3z^2}=\frac{3S_z^2-2}{\sqrt3},\qquad Q_{ij}=S_iS_j+S_jS_i\quad(ij=xy,xz,yz).$$

Let $E_{jk}$ be the $3\times3$ matrix with a 1 in row $j$, column $k$ and zeros elsewhere. The Gell-Mann matrices are

$$\lambda_1=E_{12}+E_{21},\quad \lambda_4=E_{13}+E_{31},\quad \lambda_6=E_{23}+E_{32},$$

$$\lambda_2=-i(E_{12}-E_{21}),\quad \lambda_5=-i(E_{13}-E_{31}),\quad \lambda_7=-i(E_{23}-E_{32}),$$

$$\lambda_3=E_{11}-E_{22},\qquad \lambda_8=\frac{E_{11}+E_{22}-2E_{33}}{\sqrt3}.$$

(a) Write the eight spin and quadrupole operators as linear combinations of the $\lambda$'s in the $S_z$ basis.

(b) Find all pure states with $\langle\mathbf S\rangle=0$, and say what distinguishes one from another.

(c) Apply the answer to a hydrogen 2p electron in a weak quadratic potential.

## A tempting wrong solution

Three of the Gell-Mann matrices, $\lambda_2,\lambda_5,\lambda_7$, are imaginary and antisymmetric. The other five are real and symmetric. There are also three spin components and five quadrupoles. Moreover, the triple $(\lambda_7,-\lambda_5,\lambda_2)$ obeys the angular momentum commutation rules. It seems natural to identify the spin with the imaginary matrices and the quadrupoles with the real ones.

Part (b) then appears to follow at once. Write the state as $|\psi\rangle=c_1|1\rangle+c_0|0\rangle+c_{-1}|{-1}\rangle$. An imaginary antisymmetric matrix has zero expectation value in any real vector. So the dipole would vanish when the amplitudes $c_m$ are real, up to a common phase, and otherwise not.

## Where it fails

Two states are enough to refute this. The state $|1\rangle$ has real amplitudes $(1,0,0)$, yet $\langle S_z\rangle=1$. In the other direction, take

$$|\chi\rangle=\frac{|1\rangle+i|{-1}\rangle}{\sqrt2}.$$

No common phase makes its amplitudes real, because their ratio is $i$. But $\langle S_z\rangle=\tfrac12-\tfrac12=0$. Since $S_x$ and $S_y$ change $m$ by one, they cannot connect $|1\rangle$ with $|{-1}\rangle$, so $\langle S_x\rangle=\langle S_y\rangle=0$ too. The dipole vanishes although the amplitudes are complex.

The commutation rules were not at fault. The error is that a Gell-Mann matrix is an array of numbers, and it becomes an operator when a basis is named. The matrices $(\lambda_7,-\lambda_5,\lambda_2)$ do represent a spin 1, but in a different basis from the one in which the $c_m$ are amplitudes. In the $S_z$ basis, $S_z$ is diagonal and real, so it cannot be an imaginary antisymmetric matrix. The argument took its matrices from one basis and its amplitudes from another.

## Part (a): the expansion in the $S_z$ basis

The raising operator acts as $S_+|m\rangle=\sqrt{2-m(m+1)}\,|m+1\rangle$, so both of its nonzero elements equal $\sqrt2$:

$$S_+=\sqrt2\,(E_{12}+E_{23}),\qquad S_-=S_+^\dagger=\sqrt2\,(E_{21}+E_{32}).$$

Hence

$$S_x=\frac{S_++S_-}{2}=\frac{\lambda_1+\lambda_6}{\sqrt2},\qquad
S_y=\frac{S_+-S_-}{2i}=\frac{-i(E_{12}-E_{21}+E_{23}-E_{32})}{\sqrt2}=\frac{\lambda_2+\lambda_7}{\sqrt2}.$$

For $S_z=\mathrm{diag}(1,0,-1)$ we try $a\lambda_3+b\lambda_8$. The first two diagonal entries require $a+b/\sqrt3=1$ and $-a+b/\sqrt3=0$, so $a=\tfrac12$ and $b=\tfrac{\sqrt3}{2}$. The third entry, $-2b/\sqrt3=-1$, agrees. Thus

$$S_z=\tfrac12\left(\lambda_3+\sqrt3\,\lambda_8\right).$$

For the quadrupoles, first note that $S_+^2=2E_{12}E_{23}=2E_{13}$ and $S_-^2=2E_{31}$. When $S_x^2-S_y^2$ is expanded in $S_\pm$, the mixed products $S_+S_-$ and $S_-S_+$ cancel:

$$Q_{x^2-y^2}=\tfrac12(S_+^2+S_-^2)=E_{13}+E_{31}=\lambda_4.$$

In $S_xS_y+S_yS_x$ the mixed products cancel as well:

$$Q_{xy}=\frac{(S_++S_-)(S_+-S_-)+(S_+-S_-)(S_++S_-)}{4i}=\frac{S_+^2-S_-^2}{2i}=-i(E_{13}-E_{31})=\lambda_5.$$

Because $S_z$ is diagonal, the element of $S_xS_z+S_zS_x$ between $m$ and $m'$ is $(m+m')$ times that of $S_x$. The factor is $+1$ for the pair $(1,0)$ and $-1$ for the pair $(0,-1)$. The same holds for $S_y$, so

$$Q_{xz}=\frac{\lambda_1-\lambda_6}{\sqrt2},\qquad Q_{yz}=\frac{\lambda_2-\lambda_7}{\sqrt2}.$$

Finally $Q_{3z^2}=\mathrm{diag}(1,-2,1)/\sqrt3$. Matching entries gives $a+b/\sqrt3=1/\sqrt3$ and $-a+b/\sqrt3=-2/\sqrt3$, so $a=\tfrac{\sqrt3}{2}$ and $b=-\tfrac12$. The third entry, $-2b/\sqrt3=1/\sqrt3$, agrees:

$$Q_{3z^2}=\tfrac12\left(\sqrt3\,\lambda_3-\lambda_8\right).$$

The relation can be inverted, because sums and differences separate each mixed pair:

$$\lambda_{1,6}=\frac{S_x\pm Q_{xz}}{\sqrt2},\quad \lambda_{2,7}=\frac{S_y\pm Q_{yz}}{\sqrt2},\quad \lambda_3=\frac{S_z+\sqrt3\,Q_{3z^2}}{2},\quad \lambda_8=\frac{\sqrt3\,S_z-Q_{3z^2}}{2},$$

with the upper sign for the first index. The two sets therefore span the same eight-dimensional space of traceless Hermitian matrices. The $\lambda$'s satisfy $\mathrm{Tr}\,\lambda_a\lambda_b=2\delta_{ab}$. The rows of coefficients found above are orthonormal, so the eight operators, called $O_a$ below, satisfy $\mathrm{Tr}\,O_aO_b=2\delta_{ab}$ as well.

## A basis in which the spin is imaginary

To repair the argument about real amplitudes, we need the basis in which it is valid. Define

$$|x\rangle=\frac{i(|1\rangle-|{-1}\rangle)}{\sqrt2},\qquad |y\rangle=\frac{|1\rangle+|{-1}\rangle}{\sqrt2},\qquad |z\rangle=-i|0\rangle.$$

The action of $S_z$ is immediate: $S_z|x\rangle=i|y\rangle$, $S_z|y\rangle=-i|x\rangle$, $S_z|z\rangle=0$. For $S_x$ we use $S_x|{\pm1}\rangle=|0\rangle/\sqrt2$, which gives $S_x|x\rangle=0$ and $S_x|y\rangle=|0\rangle=i|z\rangle$. Also $S_x|0\rangle=|y\rangle$, so $S_x|z\rangle=-i|y\rangle$. For $S_y$ we use $S_y|{\pm1}\rangle=\pm i|0\rangle/\sqrt2$, which gives $S_y|y\rangle=0$ and $S_y|x\rangle=-|0\rangle=-i|z\rangle$. Since $S_y$ is Hermitian, $S_y|z\rangle=i|x\rangle$. All nine results are contained in

$$S_a|b\rangle=i\sum_c\epsilon_{abc}|c\rangle,\qquad \langle b|S_a|c\rangle=i\epsilon_{acb}=-i\epsilon_{abc},$$

where $\epsilon_{abc}$ is the antisymmetric symbol with $\epsilon_{xyz}=1$. In the order $x,y,z$ this reads $S_x=\lambda_7$, $S_y=-\lambda_5$, $S_z=\lambda_2$.

For the quadrupoles we need products. Applying the rule twice gives

$$\langle b|S_iS_j|c\rangle=-\sum_k\epsilon_{jck}\epsilon_{ikb}=-\sum_k\epsilon_{kjc}\epsilon_{kbi}=\delta_{ij}\delta_{bc}-\delta_{jb}\delta_{ic}.$$

The second form uses cyclic permutations, and the last uses $\sum_k\epsilon_{kjc}\epsilon_{kbi}=\delta_{jb}\delta_{ci}-\delta_{ji}\delta_{cb}$. Adding the term with $i$ and $j$ exchanged,

$$\langle b|S_iS_j+S_jS_i|c\rangle=2\delta_{ij}\delta_{bc}-\delta_{ib}\delta_{jc}-\delta_{jb}\delta_{ic}. \qquad (1)$$

These elements are real and symmetric. They give $Q_{xy}=-\lambda_1$, $Q_{xz}=-\lambda_4$, $Q_{yz}=-\lambda_6$, $Q_{x^2-y^2}=-\lambda_3$ and $Q_{3z^2}=\lambda_8$. The division into three imaginary and five real matrices is thus correct in the Cartesian basis. The coefficients depend on the basis, while the existence of a linear relation does not.

## Part (b): the states with zero dipole

Expand the state as $|\psi\rangle=\sum_a d_a|a\rangle$ over $a=x,y,z$, and split the complex vector as $\mathbf d=\mathbf u+i\mathbf v$ with $\mathbf u,\mathbf v$ real and $u^2+v^2=1$. Then

$$\langle S_a\rangle=\sum_{bc}d_b^*(-i\epsilon_{abc})d_c=-i(\mathbf d^*\times\mathbf d)_a .$$

Since $(\mathbf u-i\mathbf v)\times(\mathbf u+i\mathbf v)=i\,\mathbf u\times\mathbf v-i\,\mathbf v\times\mathbf u=2i\,\mathbf u\times\mathbf v$,

$$\langle\mathbf S\rangle=2\,\mathbf u\times\mathbf v. \qquad (2)$$

The dipole vanishes if and only if $\mathbf u$ and $\mathbf v$ lie along one line, which includes the case where one of them is zero. Let $\mathbf n$ be a real unit vector on that line, so that $\mathbf u=\alpha\mathbf n$ and $\mathbf v=\beta\mathbf n$ with $\alpha^2+\beta^2=1$. Then $\mathbf d=(\alpha+i\beta)\mathbf n=e^{i\theta}\mathbf n$, and the overall phase has no physical effect. The pure states with zero dipole are therefore

$$|\mathbf n\rangle=n_x|x\rangle+n_y|y\rangle+n_z|z\rangle,\qquad \mathbf n\ \text{real},\quad |\mathbf n|=1.$$

Two real unit vectors give the same state when they differ by a phase, and a phase relating two real vectors must be $\pm1$. So $\mathbf n$ and $-\mathbf n$ are one state, and any other pair of vectors gives two different states. What labels the state is an axis without an arrowhead. Such an axis also describes the preferred direction of the molecules in a nematic liquid crystal, where it is called a director.

**A test on the $S_z$ amplitudes.** From $|\mathbf u\times\mathbf v|^2=u^2v^2-(\mathbf u\cdot\mathbf v)^2$ and $|\mathbf d\cdot\mathbf d|^2=(u^2-v^2)^2+4(\mathbf u\cdot\mathbf v)^2$,

$$|\langle\mathbf S\rangle|^2+|\mathbf d\cdot\mathbf d|^2=(u^2+v^2)^2=1. \qquad (3)$$

The components are $d_x=-i(c_1-c_{-1})/\sqrt2$, $d_y=(c_1+c_{-1})/\sqrt2$ and $d_z=ic_0$, so $\mathbf d\cdot\mathbf d=2c_1c_{-1}-c_0^2$. The correct replacement for "real amplitudes" is therefore $|2c_1c_{-1}-c_0^2|=1$. For $|1\rangle$ the left side is 0, and the dipole has its full length 1. For $|\chi\rangle$ it is $|i|=1$, and the dipole vanishes. The components of $|\chi\rangle$ are $\mathbf d=\tfrac{1+i}{2}(-1,1,0)$, a phase times the real unit vector $(-1,1,0)/\sqrt2$.

**What the director describes.** Define the traceless tensor $T_{ij}=\tfrac12(S_iS_j+S_jS_i)-\tfrac23\delta_{ij}$. Taking the expectation value of half of (1) gives, for any pure state,

$$\langle T_{ij}\rangle=\tfrac13\delta_{ij}-\mathrm{Re}(d_i^*d_j),\qquad\text{and for a director}\qquad \langle T_{ij}\rangle=\tfrac13\delta_{ij}-n_in_j .$$

The eigenvalues for a director are $-\tfrac23$ along $\mathbf n$ and $\tfrac13$ twice across it. Moreover, $(\mathbf n\cdot\mathbf S)|\mathbf n\rangle=i\sum_{abc}\epsilon_{abc}n_an_b|c\rangle=0$, because $\epsilon_{abc}$ is antisymmetric and $n_an_b$ symmetric. So $|\mathbf n\rangle$ is the $m=0$ state quantised along $\mathbf n$. The spin has no component along the director, while the mean square component along any perpendicular axis is $\tfrac23+\tfrac13=1$. The spin fluctuates in the plane normal to $\mathbf n$ and has no preferred sense there.

**Dipole and quadrupole share a fixed total.** The density matrix can be written $\rho=\tfrac13+\tfrac12\sum_a\langle O_a\rangle O_a$, since multiplying by $O_b$ and taking the trace returns $\langle O_b\rangle$. Then $\mathrm{Tr}\,\rho^2=\tfrac13+\tfrac12\sum_a\langle O_a\rangle^2$. A pure state has $\mathrm{Tr}\,\rho^2=1$, so the eight squares sum to $\tfrac43$. In a director the quadrupole carries all of it. At the opposite limit, $|\langle\mathbf S\rangle|=1$, the dipole carries 1 and the quadrupole $\tfrac13$.

**Purity is needed.** Mix $|x\rangle,|y\rangle,|z\rangle$ incoherently with weights 0.50, 0.30 and 0.20. Each part has zero dipole, so the mixture has too. Its $\langle T\rangle$ has eigenvalues $\tfrac13-0.50=-0.1667$, $\tfrac13-0.30=0.0333$ and $\tfrac13-0.20=0.1333$. They are all different, so the tensor is biaxial and no single director describes it. With equal weights the quadrupole vanishes as well.

## Part (c): a hydrogen 2p electron

Take the non-relativistic hydrogen atom with a fixed nucleus, and leave out the electron spin. This is justified when the level spacings found below (0.010 eV or more) far exceed the 2p fine-structure splitting of $4.5\times10^{-5}$ eV. With spin-orbit coupling included, the lowest level acquires a small orbital dipole, $|\langle\mathbf L\rangle|$ up to about 0.002. The 2p orbitals are $\psi_a=x_af(r)$ with $f$ real. With $L_a=-i\sum_{jk}\epsilon_{ajk}x_j\partial_k$, the derivative of $f$ contributes a term proportional to $\epsilon_{ajk}x_jx_k$, which sums to zero. What remains is

$$L_a\psi_b=-i\sum_j\epsilon_{ajb}x_jf=i\sum_c\epsilon_{abc}\psi_c .$$

This is the rule found for the Cartesian spin states, so the results hold with $\mathbf L$ in place of $\mathbf S$. A real p orbital is a director.

Let the electron have the weak potential energy $V=\tfrac12\sum_{ij}G_{ij}x_ix_j$ over the region where the orbital has weight. A traceless quadratic form is a saddle and falls without limit in some directions, so it can hold only locally. For the tensor below, added to the Coulomb attraction, it leaves a barrier near 12 Å at about $-1.8$ eV, well above the 2p energy of $-3.4$ eV but below the $n=3$ energy of $-1.5$ eV. The chosen traceless tensor has $G_{xx}=-0.005$, $G_{yy}=0.004$, $G_{zz}=0.001$ and $G_{xy}=G_{yx}=0.006$ eV/Å$^2$, with the other elements zero.

**Matrix elements.** By isotropy, the angular average of $\hat x_a\hat x_b\hat x_i\hat x_j$ is $C(\delta_{ab}\delta_{ij}+\delta_{ai}\delta_{bj}+\delta_{aj}\delta_{bi})$. Setting $a=b$, $i=j$ and summing gives $1=C(9+3+3)$, so $C=\tfrac1{15}$. The normalised angular functions are $\sqrt3\,\hat x_a$ relative to this average, which supplies a factor 3:

$$\langle\psi_a|x_ix_j|\psi_b\rangle=\frac{\langle r^2\rangle}{5}\left(\delta_{ab}\delta_{ij}+\delta_{ai}\delta_{bj}+\delta_{aj}\delta_{bi}\right). \qquad (4)$$

Contracting with $\tfrac12G_{ij}$ removes the first term, because $G$ is traceless, and the other two are equal:

$$V_{ab}=\tfrac15\langle r^2\rangle\,G_{ab}.$$

In atomic units the 2p radial density is proportional to $r^4e^{-r}$, so $\langle r^2\rangle=6!/4!=30$, which is 8.401 Å$^2$.

**Levels and directors.** Within the 2p shell, the eigenstates are given by the eigenvectors of the real symmetric matrix $G$, and the eigenvalues of $V_{ab}$ are the first-order energy shifts. The $xy$ block has trace $-0.001$ and determinant $-5.6\times10^{-5}$, so its eigenvalues are $-0.0005\pm0.0075$, that is, $0.007$ and $-0.008$ eV/Å$^2$. The third is $0.001$ eV/Å$^2$. Multiplying by $8.401/5=1.680$ Å$^2$ gives the shifts

$$-0.0134\ \text{eV},\qquad 0.0017\ \text{eV},\qquad 0.0118\ \text{eV}.$$

The lowest is $-4.9\times10^{-4}$ hartree. Its director follows from $(-0.005+0.008)n_x+0.006\,n_y=0$, or $n_y=-n_x/2$. Normalised, $\mathbf n=(0.894,-0.447,0)$, at $-26.6^\circ$ from the $x$ axis.

The levels are distinct, so each eigenvector is fixed up to a phase and must be a director. If two eigenvalues of $G$ coincided, complex combinations of the two directors would also be eigenstates, and these can carry a dipole.

**Shape of the charge.** For the ground director, (4) gives $\langle x_ix_j\rangle=\tfrac15\langle r^2\rangle(\delta_{ij}+2n_in_j)$. The rms extent is $\sqrt{3\times1.680}=2.245$ Å along $\mathbf n$ and $\sqrt{1.680}=1.296$ Å across it. These are the values for the unperturbed 2p orbital; the admixture of higher shells by $V$ changes them at first order in $G$ and is not included. It raises the extent along $\mathbf n$ to about 2.267 Å and splits the two perpendicular extents into about 1.300 Å along $z$ and 1.295 Å along the remaining axis. Subtracting the trace part,

$$\langle x_ix_j\rangle-\tfrac13\langle r^2\rangle\delta_{ij}=-\tfrac25\langle r^2\rangle\langle T_{ij}\rangle .$$

The minus sign means that the charge is elongated along the director while the angular momentum fluctuates across it.

**Accuracy of first order.** The potential is even under inversion, so it does not couple 2p to 1s or 2s. Within 2p it is diagonal in the basis of the three directors. The remaining states lie at least the $n=2$ to $n=3$ gap, 1.89 eV, above. Write $|g\rangle$ for the lowest of the three 2p states and $E_g$ for its unperturbed energy. Its second-order shift is $-\sum_k|\langle k|V|g\rangle|^2/(E_k-E_g)$ over these remaining states. Each denominator is at least the gap, and by completeness the numerators sum to the variance $\langle V^2\rangle-\langle V\rangle^2$ in $|g\rangle$. The size of the shift is therefore at most the variance divided by the gap. With the variance evaluated numerically, this bound is $2.7\times10^{-4}$ eV, so the second-order shift is at most about 2% of the first-order shift of that level. This percentage applies to the lowest level only; for the middle level, whose first-order shift is small, the second-order shift is about 4% of it. With the higher shells included, the three shifts become about $-0.0136$, $0.0016$ and $0.0116$ eV, so the last digit of the first-order values quoted above changes by one or two units.

**Same energy, different dipole.** Mix the ground director with $\hat{\mathbf z}$ at $\chi=30^\circ$, with relative phase 1 or $i$:

$$\mathbf d=\cos\chi\,\mathbf n+\sin\chi\,\hat{\mathbf z}\qquad\text{or}\qquad \mathbf d=\cos\chi\,\mathbf n+i\sin\chi\,\hat{\mathbf z}.$$

The components $\mathbf n$ and $\hat{\mathbf z}$ are orthogonal eigenvectors of the matrix $V_{ab}$ (the superpositions $\mathbf d$ are not), so no cross term appears in the mean energy. To first order it is the same for both: $0.75(-0.01344)+0.25(0.00168)=-0.0097$ eV. The first state is real, so it is again a director, tilted by $30^\circ$ towards $z$, and its dipole is zero. For the second, (2) gives

$$\langle\mathbf L\rangle=\sin2\chi\;\mathbf n\times\hat{\mathbf z}=0.866\,(-0.447,-0.894,0)=(-0.387,-0.775,0).$$

Here $|\mathbf d\cdot\mathbf d|=\cos^2\chi-\sin^2\chi=0.5$, and $0.866^2+0.5^2=1$, as (3) requires. The values of the dipole and of $|\mathbf d\cdot\mathbf d|$ hold at the moment of preparation, since neither superposition is stationary. The relative phase of the two components advances at a rate set by the level spacing, so after a quarter of the beat period the length of the dipole has gone from 0 to 0.866 in the first state and from 0.866 to 0 in the second. The mean energy is conserved. The mean energy cannot tell the two states apart, whereas the dipole depends on the relative phase.

The numerical output below lists both coefficient tables. It also reports 20 searches for zero dipole from random starting states, each of which ended on a director to within rounding error.

## Computed results

```
Coefficients of lambda_1..lambda_8, basis m=+1,0,-1 (no unit)
Sx        0.7071   0.0000   0.0000   0.0000   0.0000   0.7071   0.0000   0.0000
Sy        0.0000   0.7071   0.0000   0.0000   0.0000   0.0000   0.7071   0.0000
Sz        0.0000   0.0000   0.5000   0.0000   0.0000   0.0000   0.0000   0.8660
Qx2-y2    0.0000   0.0000   0.0000   1.0000   0.0000   0.0000   0.0000   0.0000
Q3z2      0.0000   0.0000   0.8660   0.0000   0.0000   0.0000   0.0000  -0.5000
Qxy       0.0000   0.0000   0.0000   0.0000   1.0000   0.0000   0.0000   0.0000
Qxz       0.7071   0.0000   0.0000   0.0000   0.0000  -0.7071   0.0000   0.0000
Qyz       0.0000   0.7071   0.0000   0.0000   0.0000   0.0000  -0.7071   0.0000
Coefficients of lambda_1..lambda_8, basis x,y,z (no unit)
Sx        0.0000   0.0000   0.0000   0.0000   0.0000   0.0000   1.0000   0.0000
Sy        0.0000   0.0000   0.0000   0.0000  -1.0000   0.0000   0.0000   0.0000
Sz        0.0000   1.0000   0.0000   0.0000   0.0000   0.0000   0.0000   0.0000
Qx2-y2    0.0000   0.0000  -1.0000   0.0000   0.0000   0.0000   0.0000   0.0000
Q3z2      0.0000   0.0000   0.0000   0.0000   0.0000   0.0000   0.0000   1.0000
Qxy      -1.0000   0.0000   0.0000   0.0000   0.0000   0.0000   0.0000   0.0000
Qxz       0.0000   0.0000   0.0000  -1.0000   0.0000   0.0000   0.0000   0.0000
Qyz       0.0000   0.0000   0.0000   0.0000   0.0000  -1.0000   0.0000   0.0000
Zero-dipole searches from random states: 20
  largest remaining |<S>| (hbar): 2.1e-15
  largest departure from a director: 1.1e-15
Mixed state, weights on x,y,z:     0.50     0.30     0.20
  |<S>| (hbar): 0.0000
  eigenvalues of <T> (hbar^2):  -0.1667   0.0333   0.1333
Hydrogen 2p example
  G row x (eV/angstrom^2):   -0.005    0.006    0.000
  G row y (eV/angstrom^2):    0.006    0.004    0.000
  G row z (eV/angstrom^2):    0.000    0.000    0.001
  <r^2> (angstrom^2): 8.4009
  level 1 shift (eV): -0.01344
    director (no unit):   0.8944  -0.4472   0.0000
  level 2 shift (eV): 0.00168
    director (no unit):   0.0000   0.0000   1.0000
  level 3 shift (eV): 0.01176
    director (no unit):   0.4472   0.8944   0.0000
  level 1 shift converted (hartree): -4.940e-04
  angle of ground director from x (degree): -26.57
  eigenvalues of <T>, ground (hbar^2):  -0.6667   0.3333   0.3333
  rms extent along director (angstrom): 2.2451
  rms extent across director (angstrom): 1.2962
  gap from n=2 to n=3 (eV): 1.8897
  bound on second-order shift (eV): 2.7e-04
Mixing angle of ground director with z (degree): 30.0
  energy, relative phase 1 (eV): -0.00966
  energy, relative phase i (eV): -0.00966
  |<L>|, relative phase 1 (hbar): 0.0000
  <L>, relative phase i (hbar):  -0.3873  -0.7746   0.0000
  |<L>|, relative phase i (hbar): 0.8660
  |d.d|, relative phase i (no unit): 0.5000
```
